# Why a midpoint trap carries the largest elastic tunnel current

Suppose an electron crosses an insulating film by way of a trap, and its chance of crossing is estimated by multiplying the chance of reaching the trap by the chance of leaving it. In a flat barrier of thickness $d$, with the trap at distance $x$ from the emitter, the product is

$$e^{-2\kappa x}\,e^{-2\kappa(d-x)}=e^{-2\kappa d}.$$

The position of the trap has dropped out. On this estimate every trap is equally harmful, and trap current falls with thickness as fast as direct tunnelling does. For a trap level inside the bias window the first conclusion is wrong, and the second fails for a trap in the middle of the film. In the 3 nm model barrier treated below, a trap at the midpoint carries 388 pA and one at 1.0 nm carries 4.6 pA, although the product is the same for both.

What matters is the sum of two waiting times, and the longer one dominates. The model below shows this from wave matching, and also shows when the trap's position does drop out.

## The model

An electron of mass $m$ moves along $z$. The emitter occupies $z<0$, the barrier $0<z<d$, and the collector $z>d$. The barrier top is flat: its tilt by the bias is neglected. The mass is the same everywhere, tunnelling is elastic, and the temperature is zero. Lattice relaxation, image forces and sideways spreading of the wave are left out, and so, until a later section, is the repulsion between two electrons on the trap. The omission of sideways spreading matters for absolute values. A real point defect couples to each contact more weakly than this one-dimensional trap, by a factor of roughly $2\kappa$ times the distance to that contact. For a three-dimensional zero-range trap with the parameters used below, the midpoint current is about 22 pA instead of 388 pA and the profile width is 0.245 nm instead of 0.257 nm. The currents quoted here show ratios and trends and are not predictions for a real defect.

The trap is an attractive point potential at $z=x$. It makes the slope of the wave function jump:

$$\psi'(x^+)-\psi'(x^-)=-2\kappa\,\psi(x).$$

In an infinitely thick barrier this binds the state $e^{-\kappa|z-x|}$, whose slope jumps by just this amount. Its level lies $E_b=\hbar^2\kappa^2/2m$ below the barrier top. Energies $E$ are measured from this isolated level, so at energy $E$ the decay constant $q$ in the barrier obeys

$$E=E_b-\frac{\hbar^2q^2}{2m}.$$

The wave numbers in the contacts are $k_L$ and $k_R$. The kinetic energy in a contact at the trap level is $E_k=\hbar^2k^2/2m$.

## How fast the trap empties into each contact

Consider a wave in the barrier that decays towards the emitter, $e^{qz}$, together with its reflection $r_Le^{-qz}$. In the emitter only an outgoing wave $e^{-ik_Lz}$ is present. Equating $\psi'/\psi$ at $z=0$ gives

$$q\,\frac{1-r_L}{1+r_L}=-ik_L .$$

Multiplying out, $q+ik_L=r_L(q-ik_L)$, so

$$r_L=\frac{q+ik_L}{q-ik_L}=\frac{q^2-k_L^2+2iqk_L}{q^2+k_L^2}.$$

The collector gives the same expression with $k_R$. The imaginary part is present because the contact can carry electrons away.

Define $u_L=r_Le^{-2qx}$ and $u_R=r_Re^{-2q(d-x)}$, the reflected waves as seen at the trap. For a state that is outgoing on both sides, $\psi'/\psi$ equals $q(1-u_L)/(1+u_L)$ just left of the trap and $-q(1-u_R)/(1+u_R)$ just right of it. The slope jump then requires

$$q\left[\frac{1-u_L}{1+u_L}+\frac{1-u_R}{1+u_R}\right]=2\kappa .$$

Let the trap be far enough from both interfaces that $u_L$ and $u_R$ are small. Then $(1-u)/(1+u)\approx1-2u$, and to first order

$$q\approx\kappa(1+u_L+u_R),$$

with $u_L,u_R$ evaluated at $q=\kappa$. Inserting this in the energy gives

$$E\approx-2E_b(u_L+u_R)\equiv E_r-\frac{i\Gamma}{2}.$$

The real part $E_r$ is a small level shift. The imaginary part makes the occupation $|e^{-iEt/\hbar}|^2$ decay as $e^{-\Gamma t/\hbar}$, so $\Gamma/\hbar$ is the escape rate. From $\Gamma=4E_b\,\mathrm{Im}(u_L+u_R)$ it splits into one part per contact, $\Gamma=\Gamma_L+\Gamma_R$:

$$\Gamma_L=A_Le^{-2\kappa x},\qquad \Gamma_R=A_Re^{-2\kappa(d-x)},$$

$$A=\frac{8E_b\,\kappa k}{\kappa^2+k^2}=\frac{8E_b\sqrt{E_bE_k}}{E_b+E_k}.$$

## Transmission through the trap

Let $\psi_0$ be the scattering state without the trap, for an electron incident from the emitter. The trap adds a wave radiated from $z=x$:

$$\psi(z)=\psi_0(z)+2\kappa\,\psi(x)\,g(z),$$

where $g$ is outgoing in both contacts and has slope jump $-1$ at $x$. Setting $z=x$ gives $\psi(x)=\psi_0(x)/[1-2\kappa g(x)]$. To the right of the trap, $\psi$ and $\psi_0$ are both outgoing solutions of the same equation, hence proportional to each other. The transmitted amplitude therefore changes by the same factor as $\psi(x)$:

$$T=\frac{T_0}{|1-2\kappa g(x)|^2}.$$

The value $g(x)$ follows from the logarithmic slopes found above:

$$\frac1{g(x)}=q\left[\frac{1-u_L}{1+u_L}+\frac{1-u_R}{1+u_R}\right]\approx 2q(1-u_L-u_R).$$

To first order this gives

$$T\approx T_0\,\frac{q^2}{|q-\kappa(1+u_L+u_R)|^2}.$$

Near the level, the relation between $E$ and $q$ gives $q-\kappa\approx-\kappa E/2E_b$. The denominator contains

$$q-\kappa(1+u_L+u_R)\approx-\frac{\kappa}{2E_b}\left(E-E_r+\frac{i\Gamma}{2}\right),$$

so that

$$T\approx\frac{4E_b^2\,T_0}{(E-E_r)^2+\Gamma^2/4}.$$

The trap-free transmission $T_0$ is needed for a thick barrier. At the emitter, matching $e^{ik_Lz}+\rho e^{-ik_Lz}$ to $ae^{-qz}$ gives $1+\rho=a$ and $ik_L(1-\rho)=-qa$. Eliminating $\rho$ gives $a=2ik_L/(ik_L-q)$. At the collector the transmitted amplitude is $ae^{-qd}(1+r_R)$, with $1+r_R=2q/(q-ik_R)$. The ratio of fluxes is then

$$T_0=\frac{k_R}{k_L}|a|^2|1+r_R|^2e^{-2qd}
=\frac{16\,q^2k_Lk_R\,e^{-2qd}}{(q^2+k_L^2)(q^2+k_R^2)}.$$

At $q=\kappa$, comparison with the widths shows that $4E_b^2T_0=\Gamma_L\Gamma_R$. Hence

$$T(E)\approx\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+(\Gamma_L+\Gamma_R)^2/4}.$$

The numerator is the position-independent product of the opening estimate. The position enters through the sum in the denominator.

## From transmission to current

Let the emitter be filled and the collector empty throughout an energy window that contains the resonance with many widths to spare on each side. The window must also be narrow enough that off-resonant transmission inside it adds little to the current. That background grows towards the barrier top, and in a thick film with a wide window it can matter for an off-centre trap. For two independent spins the current is $(2e/h)\int T\,dE$. Since $\int dE/(E^2+\Gamma^2/4)=2\pi/\Gamma$ and $h=2\pi\hbar$,

$$I=\frac{2e}{\hbar}\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.$$

The same result follows from counting electrons. Let $p$ be the probability that the trap state of one spin is filled. Electrons enter from the emitter at rate $(\Gamma_L/\hbar)(1-p)$ and leave to the collector at rate $(\Gamma_R/\hbar)p$. In the steady state these are equal, so $p=\Gamma_L/(\Gamma_L+\Gamma_R)$. The current per spin, $e\Gamma_Rp/\hbar$, is half the expression above.

In this picture an empty state waits on average $\hbar/\Gamma_L$ to be filled, and a filled one waits $\hbar/\Gamma_R$ to be emptied. One electron passes per cycle, and the cycle time is the sum. If $s$ is the smaller width and $b$ the larger,

$$\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}=s\,\frac{b}{s+b},$$

and the last factor lies between $1/2$ and 1. The slower step thus fixes the current to within a factor of two. The control each step has over the current follows by differentiating $\ln I$:

$$\frac{\partial\ln I}{\partial\ln\Gamma_L}=1-\frac{\Gamma_L}{\Gamma_L+\Gamma_R}=\frac{\Gamma_R}{\Gamma_L+\Gamma_R}.$$

If the left step is much faster, this is nearly zero, and speeding it up further gains almost nothing.

## Why the maximum is at the midpoint

Let the contacts be equal, and start from the midpoint, where the two steps are equally fast. Moving the trap towards the emitter speeds up filling and slows emptying by the same factor. Emptying then limits the current, so the loss outweighs the gain. Moving it towards the collector reverses the roles. For equal contacts, $A_L=A_R=A$, the sum of the widths is

$$\Gamma_L+\Gamma_R=2Ae^{-\kappa d}\cosh\!\left[2\kappa\left(x-\tfrac d2\right)\right],$$

while the product is $A^2e^{-2\kappa d}$. Therefore

$$I(x)=\frac{eA}{\hbar}\,\frac{e^{-\kappa d}}{\cosh[2\kappa(x-d/2)]}.$$

The maximum is at $x=d/2$. The current is half as large where the hyperbolic cosine equals 2, so the full width at half maximum is $\operatorname{arcosh}(2)/\kappa$. It does not depend on the thickness, as long as the barrier is thick enough for the trap to be far from both interfaces and for the resonance to lie well inside the window.

The resonance itself shows how the area is lost. Its peak transmission is $4\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)^2=1/\cosh^2[2\kappa(x-d/2)]$, while its width grows as $\cosh[2\kappa(x-d/2)]$. An off-centre trap has a broader but much lower resonance, and one power of the hyperbolic cosine survives in the area.

For independent traps spread uniformly in depth, all with the same level, the profile can be integrated. With $v=2\kappa(x-d/2)$, the integral of $1/\cosh v$ is $\arctan(\sinh v)$. Over all $v$ it gives $\pi$, the far tails being negligible in a thick barrier. At the half-maximum points $\sinh v=\pm\sqrt3$, so the part between them is $2\pi/3$. Two thirds of the current passes through the central layer of thickness $\operatorname{arcosh}(2)/\kappa$.

## Numbers for a 3 nm barrier

Take $m$ equal to half the electron mass, $E_b=2$ eV, $E_k=1$ eV in both contacts, and a window of 0.10 eV centred on the level. Then $\kappa=5.123\ \mathrm{nm^{-1}}$ and

$$A=\frac{8\times2\times\sqrt{2\times1}}{2+1}\ \mathrm{eV}=7.54\ \mathrm{eV}.$$

At the midpoint $\Gamma_L=\Gamma_R=1.594\ \mu$eV. The combination $2\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$ is then also $1.594\ \mu$eV, and the current is 388.1 pA.

At $x=1.2$ nm the widths are 34.48 and 0.07373 $\mu$eV, and the combination becomes

$$\frac{2\times34.48\times0.07373}{34.48+0.07373}\ \mu\mathrm{eV}=0.1471\ \mu\mathrm{eV}.$$

The current should fall to $388.1\times0.1471/1.594=35.8$ pA. Direct wave matching and integration over the window also give 35.8 pA. The full width of the profile is 0.257 nm, less than a tenth of the barrier.

The integrated currents in the numerical output lie about 0.008 pA below the rate formula at all five positions. The finite window accounts for most of this. Beyond a distance $W=0.05$ eV from the level, each tail of $T\approx\Gamma_L\Gamma_R/E^2$ has area $\Gamma_L\Gamma_R/W$. The missing fraction of the total area is therefore $(\Gamma_L+\Gamma_R)/(\pi W)$. At 1.0 nm, where the sum is 267.7 $\mu$eV, this is 0.17 %, or 0.008 pA out of 4.62 pA. The missing current itself depends on the product of the widths, and so is the same at every position.

The bottleneck claim is causal, and it can be tested by slowing one contact at a time. For the trap at 1.2 nm, $\Gamma_L/\Gamma_R=468$, so emptying is the slow step. Lowering the kinetic energy in one contact from 1 eV to 0.1 eV multiplies its width by 0.452. Done on the collector side, this multiplies the wave-matching current by 0.452. Done on the emitter side, it lowers the current by only about a quarter of a percent.

## When the maximum moves

For unequal contacts the product $\Gamma_L\Gamma_R=A_LA_Re^{-2\kappa d}$ is still independent of $x$. The current is largest where the sum is smallest, and two positive numbers with a fixed product have the smallest sum when they are equal. Setting $A_Le^{-2\kappa x}=A_Re^{-2\kappa(d-x)}$ and taking logarithms gives

$$x^*=\frac d2+\frac{1}{4\kappa}\ln\frac{A_L}{A_R}.$$

The best position moves towards the contact with the smaller prefactor, to compensate for it. With the collector slowed as above, the shift is $\ln(1/0.4518)/(4\times5.123\ \mathrm{nm^{-1}})=0.039$ nm. Maximizing the wave-matching current gives the same position, 1.539 nm. The maximum thus stays near the midpoint when $|\ln(A_L/A_R)|\ll2\kappa d$; here $2\kappa d=30.7$.

Electron repulsion also shifts the maximum. Suppose it is strong enough to forbid a second electron on the trap. An empty trap can then be filled by either spin, at total rate $2\Gamma_L/\hbar$, but a filled one holds a single electron, which leaves at rate $\Gamma_R/\hbar$. With $p_0$ the probability that the trap is empty, $2\Gamma_Lp_0=\Gamma_R(1-p_0)$, and

$$I=\frac e\hbar\,\Gamma_R(1-p_0)=\frac e\hbar\,\frac{2\Gamma_L\Gamma_R}{2\Gamma_L+\Gamma_R}.$$

The maximum is now at $2\Gamma_L=\Gamma_R$, so $A_L$ is replaced by $2A_L$ in $x^*$. For equal contacts the shift is $\ln2/4\kappa=0.034$ nm towards the collector. The currents change as well: two thirds of 388 pA, or 259 pA, at the midpoint, 2.3 pA at 1.0 nm and 4.6 pA at 2.0 nm. If the bias is reversed, the factor 2 belongs to the other contact and the shift changes sign. This case rests on the rate equation, which neglects coherent processes involving several electrons; the wave-matching calculation has no repulsion in it.

## When there is no bottleneck

Now let the energy lie far from the level, so that $|q-\kappa|$ is much larger than $\kappa|u_L+u_R|$, but not so close to the barrier top that $u_L$ and $u_R$ cease to be small. The general transmission formula reduces to

$$T\approx T_0\left(\frac{q}{q-\kappa}\right)^2,$$

which does not contain $x$. The trap raises the transmission as long as $q>\kappa/2$. At 0.3 eV above the level, $q/\kappa=\sqrt{1.7/2}=0.922$, and the enhancement is $(0.922/0.078)^2\approx140$. But the transmission is $2.70\times10^{-10}$ for traps at 1.0, 1.2 and 1.5 nm alike, with differences below 0.1 %. On resonance, moving the trap from 1.5 to 1.0 nm cuts the current to 1.2 % of its midpoint value.

Off resonance the denominator is set by the distance in energy from the level, not by the two widths. There is then no sum of waiting times, and the transmission keeps the position-independent exponential of the opening estimate, with $q$ in place of $\kappa$. If the bias window misses the level by many widths, this trap's current therefore has no pronounced maximum at the midpoint.

Even the 0.1 V bias that opens the window used above tilts the barrier enough to show in these numbers: with a linear drop across the film the maximum moves about 0.012 nm towards the emitter, and the currents at 1.0 and 2.0 nm become 5.6 and 3.8 pA instead of 4.6 pA. A strong tilt of the barrier raises a further difficulty. The trap level then moves with the trap's position, and a midpoint trap may lie outside the window while another lies inside it. The flat-barrier result does not decide which carries more current.

## What thickness does

At the midpoint each step crosses half the barrier, and the current varies as $e^{-\kappa d}$. Direct transmission must cross the whole barrier at once and varies as $e^{-2\kappa d}$. A trap kept at a fixed distance from the nearer contact does no better than this: its slow step lengthens by the full added thickness, so its current also varies as $e^{-2\kappa d}$, as long as the step to the far contact is much the slower one. Thinning the model barrier from 3.0 to 2.5 nm, with the trap kept central, raises the trap current by a factor of 13 and the direct transmission at the same energy by a factor of 168.

Read in the other direction, and within this model of elastic tunnelling through a flat barrier, thickening the film suppresses direct tunnelling much more strongly than it suppresses the current through a central resonant trap. The product estimate would have assigned both the same thickness dependence, and so would have overrated the protection that a thicker film gives against such a trap.

## Computed values

```
mass = 0.5 electron masses; trap depth = 2.0 eV
contact kinetic energy = 1.0 eV; thickness = 3.0 nm
energy window = 0.10 eV, centred on the level
kappa = 5.1232 1/nm; 2*kappa*d = 30.739
width prefactor A = 7.5425 eV
x(nm)  GL(ueV)   GR(ueV)   peak T    I exact(pA) I rates(pA)
1.0      267.7  0.009499  1.419e-04      4.616      4.624
1.2      34.48   0.07373  8.516e-03     35.809     35.817
1.5      1.594     1.594  1.000e+00    388.114    388.122
1.8    0.07373     34.48  8.516e-03     35.809     35.817
2.0   0.009499     267.7  1.419e-04      4.616      4.624
maximum, equal contacts, exact: x = 1.5000 nm
full width at half maximum, exact: 0.2571 nm
full width at half maximum, formula: 0.2571 nm
trap at 1.2 nm: GL/GR = 467.7
slowed contact: kinetic energy 0.1 eV, width factor 0.4518
current factor, slow side (right) slowed: 0.4523
current factor, fast side (left) slowed: 0.9975
maximum, right contact slowed, exact: x = 1.5388 nm
maximum, right contact slowed, formula: 1.5388 nm
maximum, blocking, rate equation: x = 1.5338 nm
maximum, blocking, formula: 1.5338 nm
energy 0.3 eV above the level: T without trap = 1.934e-12
T with trap at 1.0, 1.2, 1.5 nm: 2.6977e-10, 2.6983e-10, 2.6984e-10
gain from the trap: exact 139.55, formula 139.55
resonant current at 1.0 nm / at midpoint = 0.01189
thinning from 3.0 to 2.5 nm, midpoint trap current: x 12.95
same thinning, direct transmission at the level: x 167.9
```
